# Pair Coupled-Cluster Doubles, AP1roG and Doubly Occupied CI for H4: a program that tests the result

```python
"""Pair coupled-cluster doubles (pCCD), AP1roG and doubly occupied CI (DOCI).

Result under test, for real orbitals, i,j occupied and a,b empty:
  R_ia = K_ia + D_ia t_ia + sum_{b!=a} K_ab t_ib + sum_{j!=i} K_ij t_ja
         + (t K^T t)_ia - 2 t_ia (alpha_i + beta_a) + 2 K_ia t_ia^2 = 0
  E = E_ref + sum_ia K_ia t_ia
J_pq = (pp|qq), K_pq = (pq|pq), t_ia = pair amplitudes,
alpha_i = sum_b K_ib t_ib, beta_a = sum_j K_ja t_ja,
D_ia = energy of the configuration with pair i moved to a, minus E_ref.
The state equals a product of geminals, and R costs O(N^3) once J, K are known.
All energies are in hartree and lengths in bohr.
"""
from itertools import combinations, permutations
import numpy as np
from scipy.linalg import expm, expm_frechet
from scipy.optimize import minimize
from pyscf import gto, scf, fci

rng = np.random.default_rng(7)


class PairSpace:
    """All configurations of n_pair electron pairs in n_orb orbitals."""

    def __init__(self, n_orb, n_pair):
        self.n, self.o = n_orb, n_pair
        self.configs = list(combinations(range(n_orb), n_pair))
        index = {c: k for k, c in enumerate(self.configs)}
        self.occ = np.array([[float(p in c) for p in range(n_orb)]
                             for c in self.configs])
        links = []
        for k, c in enumerate(self.configs):
            for q in c:
                for p in range(n_orb):
                    if p not in c:
                        new = tuple(sorted((set(c) - {q}) | {p}))
                        links.append((index[new], k, p, q))
        self.bra, self.ket, self.to, self.frm = np.array(links).T
        ref = set(range(n_pair))
        self.single = np.array(
            [[index[tuple(sorted((ref - {i}) | {a}))]
              for a in range(n_pair, n_orb)] for i in range(n_pair)])
        self.moves = [([i for i in range(n_pair) if i not in c],
                       [p - n_pair for p in c if p >= n_pair])
                      for c in self.configs]

    def hamiltonian(self, hd, J, K):
        pair = 2 * J - K
        np.fill_diagonal(pair, 0.0)
        H = np.zeros((len(self.configs),) * 2)
        H[self.bra, self.ket] = K[self.to, self.frm]
        diag = self.occ @ (2 * hd + np.diag(K))
        diag = diag + ((self.occ @ pair) * self.occ).sum(axis=1)
        H[np.diag_indices_from(H)] = diag
        return H

    def permanents(self, t):
        """Coefficients of the pCCD state as permanents of blocks of t."""
        tl = t.tolist()
        out = []
        for holes, parts in self.moves:
            total = 0.0
            for order in permutations(parts):
                term = 1.0
                for i, a in zip(holes, order):
                    term *= tl[i][a]
                total += term
            out.append(total)
        return np.array(out)

    def densities(self, left, right):
        """Factors multiplying h_pp, J_pq and K_pq in <left|H|right>."""
        w = left * right
        number = w @ self.occ
        nn = self.occ.T @ (w[:, None] * self.occ)
        A, B = 2 * nn, -nn
        np.fill_diagonal(A, 0.0)
        np.fill_diagonal(B, number)
        hop = np.zeros((self.n, self.n))
        np.add.at(hop, (self.to, self.frm), left[self.bra] * right[self.ket])
        return 2 * number, A, B + (hop + hop.T) / 2


def tables(h, g):
    return (np.diag(h).copy(), np.einsum('ppqq->pq', g).copy(),
            np.einsum('pqpq->pq', g).copy())


def amplitude_inputs(hd, J, K, o):
    fock = hd + (2 * J - K)[:, :o].sum(axis=1)
    jd = np.diag(J)
    gap = (2 * (fock[None, o:] - fock[:o, None]) - 4 * J[:o, o:]
           + 2 * K[:o, o:] + jd[None, o:] + jd[:o, None])
    K0 = K - np.diag(np.diag(K))
    return gap, K[:o, o:], K0[:o, :o], K0[o:, o:]


def residual_terms(t, gap, Kov, Koo, Kvv):
    Kt = Kov * t
    alpha, beta = Kt.sum(axis=1)[:, None], Kt.sum(axis=0)[None, :]
    return [Kov, gap * t, t @ Kvv, Koo @ t, (t @ Kov.T) @ t,
            (-2) * t * (alpha + beta), 2 * Kt * t]


def residual(t, *inputs):
    return sum(residual_terms(t, *inputs))


def jacobian(t, gap, Kov, Koo, Kvv):
    o, v = t.shape
    Kt = Kov * t
    alpha, beta = Kt.sum(axis=1)[:, None], Kt.sum(axis=0)[None, :]
    M = np.zeros((o, v, o, v))
    for i in range(o):
        M[i, :, i, :] += Kvv + t.T @ Kov - 2 * np.outer(t[i], Kov[i])
    for a in range(v):
        M[:, a, :, a] += Koo + t @ Kov.T - 2 * np.outer(t[:, a], Kov[:, a])
    M = M.reshape(o * v, o * v)
    M[np.diag_indices(o * v)] += (gap - 2 * (alpha + beta) + 4 * Kt).ravel()
    return M


def solve_doci(h, g, space):
    H = space.hamiltonian(*tables(h, g))
    e, vec = np.linalg.eigh(H)
    return e[0], vec[:, 0], H


def solve_pccd(h, g, space):
    """Newton solution, started from the DOCI single-pair coefficients."""
    _, c, H = solve_doci(h, g, space)
    inputs = amplitude_inputs(*tables(h, g), space.o)
    t = (c / c[0])[space.single]
    for _ in range(60):
        r = residual(t, *inputs)
        if abs(r).max() < 1e-12:
            break
        t = t - np.linalg.solve(jacobian(t, *inputs), r.ravel()).reshape(t.shape)
    z = np.linalg.solve(jacobian(t, *inputs).T, -inputs[1].ravel())
    return H[0, 0] + (inputs[1] * t).sum(), t, z.reshape(t.shape), inputs


def cubic_iteration(gap, Kov, Koo, Kvv):
    """Fixed-point iteration that needs only cubic-cost operations."""
    t = np.zeros_like(Kov)
    for count in range(500):
        r = residual(t, gap, Kov, Koo, Kvv)
        if abs(r).max() < 1e-10:
            return t, count
        Kt = Kov * t
        t = t - r / (gap - Kt.sum(axis=1)[:, None] - Kt.sum(axis=0)[None, :])
    raise AssertionError("cubic-cost iteration did not converge")


def rotate(h, g, U):
    for _ in range(4):
        g = np.tensordot(g, U, axes=(0, 0))
    return U.T @ h @ U, g


def objective(kappa, h0, g0, space, method):
    """Energy and its gradient for orbitals rotated by exp(kappa)."""
    n = space.n
    low = np.tril_indices(n, -1)
    A = np.zeros((n, n))
    A[low] = kappa
    A = A - A.T
    U = expm(A)
    h, g = rotate(h0, g0, U)
    if method == 'doci':
        energy, right, _ = solve_doci(h, g, space)
        left = right
    else:
        energy, t, z, _ = solve_pccd(h, g, space)
        right = space.permanents(t)
        left = np.zeros(len(right))
        left[0] = 1 - (z * t).sum()
        left[space.single] = z
    gamma, dJ, dK = space.densities(left, right)
    X = (2 * h * gamma[None, :] + 4 * np.einsum('pr,qprr->qp', dJ, g)
         + 4 * np.einsum('pr,qrpr->qp', dK, g))
    M = expm_frechet(A.T, U @ X, compute_expm=False)
    return energy, (M - M.T)[low]


def optimize(start, h, g, space, method):
    res = minimize(objective, start, args=(h, g, space, method), jac=True,
                   method='BFGS', options={'gtol': 1e-6, 'maxiter': 600})
    A = np.zeros((space.n, space.n))
    A[np.tril_indices(space.n, -1)] = res.x
    return res.fun, expm(A - A.T), abs(res.jac).max()


def lowest_curvature(h, g, space, method):
    m, step = space.n * (space.n - 1) // 2, 1e-4
    rows = []
    for d in np.eye(m) * step:
        up = objective(d, h, g, space, method)[1]
        down = objective(-d, h, g, space, method)[1]
        rows.append((up - down) / (2 * step))
    hess = np.array(rows)
    return np.linalg.eigvalsh((hess + hess.T) / 2)[0]


# ---- Full determinant space: three pairs, six orbitals, random integrals ----
n, o = 6, 3
space = PairSpace(n, o)
strings = space.configs
where = {s: k for k, s in enumerate(strings)}
E = np.zeros((n, n, len(strings), len(strings)))
for col, s in enumerate(strings):
    for q in s:
        rest = [x for x in s if x != q]
        for p in range(n):
            if p not in rest:
                new = tuple(sorted(rest + [p]))
                E[p, q, where[new], col] = (-1) ** (s.index(q) + new.index(p))
h = rng.normal(size=(n, n))
h = h + h.T
B = 0.3 * rng.normal(size=(5, n, n))
B = B + B.transpose(0, 2, 1)
g = np.einsum('kpq,krs->pqrs', B, B)


def full_hamiltonian(c):
    """Complete spin-free Hamiltonian acting on c[alpha string, beta string]."""
    V = np.einsum('rsIJ,JK->rsIK', E, c) + np.einsum('rsKJ,IJ->rsIK', E, c)
    W = np.einsum('pqrs,rsIK->pqIK', g, V)
    one = h - 0.5 * np.einsum('pqqs->ps', g)
    return (np.einsum('pq,pqIK->IK', one, V)
            + 0.5 * np.einsum('pqIJ,pqJK->IK', E, W)
            + 0.5 * np.einsum('pqKJ,pqIJ->IK', E, W))


def exp_pair(t, c, sign):
    """exp(sign*T) acting on c, from the operator power series."""
    total, term = c.copy(), c.copy()
    for k in range(1, 6):
        term = sign / k * sum(t[i, a - o] * E[a, i] @ term @ E[a, i].T
                              for i in range(o) for a in range(o, n))
        total = total + term
    return total


t = 0.4 * rng.normal(size=(o, n - o))
ref = np.zeros((len(strings),) * 2)
ref[0, 0] = 1.0
psi = exp_pair(t, ref, 1)
transformed = exp_pair(t, full_hamiltonian(psi), -1)
hd, J, K = tables(h, g)
inputs = amplitude_inputs(hd, J, K, o)
H0 = space.hamiltonian(hd, J, K)
exact_R = transformed[space.single, space.single]
err_R = abs(exact_R - residual(t, *inputs)).max()
err_E = abs(transformed[0, 0] - H0[0, 0] - (inputs[1] * t).sum())
assert err_R < 1e-10 and err_E < 1e-10

# DOCI matrix against the complete Hamiltonian
block = np.zeros_like(H0)
for k in range(len(strings)):
    unit = np.zeros_like(ref)
    unit[k, k] = 1.0
    block[:, k] = np.diag(full_hamiltonian(unit))
assert abs(block - H0).max() < 1e-10

# Geminal product built pair by pair on the vacuum
product = {(): 1.0}
for i in range(o):
    grown = {}
    for config, coef in product.items():
        for p, x in [(i, 1.0)] + [(a, t[i, a - o]) for a in range(o, n)]:
            if p not in config:
                key = tuple(sorted(config + (p,)))
                grown[key] = grown.get(key, 0.0) + coef * x
    product = grown
geminal = np.array([product.get(s, 0.0) for s in strings])
err_geminal = abs(psi - np.diag(geminal)).max()
assert err_geminal < 1e-12
assert abs(space.permanents(t) - geminal).max() < 1e-12
projected = H0 @ geminal
err_ap = abs(projected[space.single] - t * projected[0] - exact_R).max()
assert err_ap < 1e-10


# ---- Multiplications really executed by the residual routine ----
class Counted(float):
    products = 0

    def __mul__(self, other):
        Counted.products += 1
        return Counted(float(self) * float(other))

    def __add__(self, other):
        return Counted(float(self) + float(other))

    __rmul__, __radd__ = __mul__, __add__


wrap = np.vectorize(Counted, otypes=[object])
counts = []
for size in (4, 8, 12, 16, 20):
    data = [wrap(rng.normal(size=(size, size))) for _ in range(5)]
    Counted.products = 0
    residual(*data)
    counts.append(Counted.products)
assert np.diff(counts, 4)[0] == 0 and np.diff(counts, 3)[0] > 0

# ---- H4 chain ----
space = PairSpace(8, 2)
n_rot = 28
spacings = [2.0, 3.0, 4.0]
out = {}


def keep(name, value):
    out.setdefault(name, []).append(value)


for R in spacings:
    mol = gto.M(atom=[('H', (0, 0, k * R)) for k in range(4)], unit='Bohr',
                basis='6-31g', verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-12
    mf.kernel()
    C, nuc = mf.mo_coeff, mol.energy_nuc()
    h, g = rotate(mf.get_hcore(), mol.intor('int2e'), C)
    e_fci = fci.direct_spin1.kernel(h, g, 8, (2, 2))[0] + nuc

    if R == spacings[0]:
        for method in ('doci', 'pccd'):
            x, d = 0.05 * rng.normal(size=n_rot), rng.normal(size=n_rot)
            slope = objective(x, h, g, space, method)[1] @ d
            up = objective(x + 1e-4 * d, h, g, space, method)[0]
            down = objective(x - 1e-4 * d, h, g, space, method)[0]
            assert abs((up - down) / 2e-4 - slope) < 1e-5
        can_doci = solve_doci(h, g, space)[0] + nuc
        e, t, z, inputs = solve_pccd(h, g, space)
        assert abs(residual(t, *inputs)).max() < 1e-10
        can_pccd = e + nuc

    # DOCI orbitals: canonical, pairwise mixed and random starts
    mix = np.kron(np.eye(4), np.array([[1.0, -1.0], [1.0, 1.0]]) / np.sqrt(2))
    trials = []
    for base, noise in ((np.eye(8), 0.05), (mix, 0.05), (mix, 0.2),
                        (np.eye(8), 0.4), (np.eye(8), 0.4)):
        hb, gb = rotate(h, g, base)
        e, U, slope = optimize(noise * rng.normal(size=n_rot), hb, gb,
                               space, 'doci')
        trials.append((e, base @ U, slope))
    e_doci, U, slope_doci = min(trials, key=lambda item: item[0])
    reached = sum(item[0] < e_doci + 1e-6 for item in trials)
    hD, gD = rotate(h, g, U)
    _, c, _ = solve_doci(hD, gD, space)
    main = space.configs[int(np.argmax(abs(c)))]
    order = list(main) + [p for p in range(8) if p not in main]
    U = U[:, order]
    hD, gD = rotate(h, g, U)
    e_check, c, H0 = solve_doci(hD, gD, space)
    assert abs(e_check - e_doci) < 1e-9 and slope_doci < 1e-5

    # pCCD in the DOCI orbitals and the source of the difference
    e_same, t, z, inputs = solve_pccd(hD, gD, space)
    assert abs(residual(t, *inputs)).max() < 1e-10
    cD = c / c[0]
    tD = cD[space.single]
    delta = cD - space.permanents(tD)
    r_doci = residual(tD, *inputs)
    assert abs(r_doci + (H0 @ delta)[space.single]).max() < 1e-9
    actual, predicted = e_same - e_doci, (z * r_doci).sum()
    assert abs(actual - predicted) < 0.1 * abs(actual) + 1e-8
    doubles = [k for k, m in enumerate(space.moves) if len(m[0]) == 2]
    top = max(doubles, key=lambda k: abs(cD[k]))

    # pCCD in its own optimized orbitals
    e_own, V, slope_pccd = optimize(np.zeros(n_rot), hD, gD, space, 'pccd')
    hP, gP = rotate(hD, gD, V)
    e_again, tP, zP, inP = solve_pccd(hP, gP, space)
    assert abs(e_again - e_own) < 1e-9 and slope_pccd < 1e-5
    assert abs(residual(tP, *inP)).max() < 1e-10
    t_cubic, steps = cubic_iteration(*inP)
    assert abs(t_cubic - tP).max() < 1e-8
    curv_doci = lowest_curvature(hD, gD, space, 'doci')
    curv_pccd = lowest_curvature(hP, gP, space, 'pccd')
    assert curv_doci > 0 and curv_pccd > 0
    assert e_fci < e_doci + nuc < mf.e_tot
    assert abs(e_own - e_doci) < 1e-3

    s, W = np.linalg.eigh(mol.intor('int1e_ovlp'))
    lowdin = (W * np.sqrt(s)) @ W.T @ C @ U
    left_weight = (lowdin[:4, :2] ** 2).sum(axis=0)
    own_half = np.maximum(left_weight, 1 - left_weight).min()

    keep('E RHF (Eh)', mf.e_tot)
    keep('E DOCI, optimized (Eh)', e_doci + nuc)
    keep('E pCCD, DOCI orbitals (Eh)', e_same + nuc)
    keep('E pCCD, own orbitals (Eh)', e_own + nuc)
    keep('E full CI (Eh)', e_fci)
    keep('pCCD-DOCI, DOCI orb. (uEh)', actual * 1e6)
    keep('  predicted by z.R (uEh)', predicted * 1e6)
    keep('pCCD-DOCI, each opt. (uEh)', (e_own - e_doci) * 1e6)
    keep('DOCI - full CI (mEh)', (e_doci + nuc - e_fci) * 1e3)
    keep('DOCI reference weight', c[0] ** 2)
    keep('largest |t|, DOCI orb.', abs(t).max())
    keep('top double coef., DOCI', cD[top])
    keep('top double coef., pCCD', space.permanents(t)[top])
    keep('min own-half orb. weight', own_half)
    keep('lowest curvature DOCI (Eh)', curv_doci)
    keep('lowest curvature pCCD (Eh)', curv_pccd)
    keep('starts at lowest DOCI (of 5)', reached)
    keep('cubic iterations to 1e-10 Eh', steps)

    if R == spacings[0]:
        assert e_doci + nuc < can_doci
        pos = np.unravel_index(np.argmax(abs(tP)), tP.shape)
        names = ['K_ia', 'D_ia t_ia', 'sum K_ab t_ib', 'sum K_ij t_ja',
                 '(t K^T t)_ia', '-2 t_ia (alpha+beta)', '2 K_ia t_ia^2']
        sample = [(a, b[pos]) for a, b in zip(names, residual_terms(tP, *inP))]
        sample_t, sample_gap = tP[pos], inP[0][pos]

print("Random test: 3 pairs, 6 orbitals; largest deviations")
print(f"amplitude equations (model units): {err_R:.1e}")
print(f"energy (model units): {err_E:.1e}")
print(f"geminal product vs exponential: {err_geminal:.1e}")
print(f"AP1roG vs pCCD equations (model units): {err_ap:.1e}")
print("Multiplications per residual, n_occ = n_virt")
for size, count in zip((4, 8, 12, 16, 20), counts):
    print(f"  n = {size:2d}: {count}")
print("H4 chain, 6-31G, 2 pairs in 8 orbitals")
print(f"{'spacing (bohr)':30s}" + "".join(f"{R:13.1f}" for R in spacings))
for name, values in out.items():
    if isinstance(values[0], (int, np.integer)):
        text = "".join(f"{x:13d}" for x in values)
    elif 'uEh' in name:
        text = "".join(f"{x:13.3f}" for x in values)
    else:
        text = "".join(f"{x:13.6f}" for x in values)
    print(f"{name:30s}" + text)
print("Canonical RHF orbitals, spacing 2 bohr")
print(f"E DOCI (Eh): {can_doci:.6f}")
print(f"E pCCD (Eh): {can_pccd:.6f}")
print(f"pCCD-DOCI (uEh): {(can_pccd - can_doci) * 1e6:.3f}")
print("Largest pCCD amplitude, own orbitals, spacing 2 bohr")
print(f"t_ia: {sample_t:.6f}")
print(f"D_ia (Eh): {sample_gap:.6f}")
for name, value in sample:
    print(f"  {name} (Eh): {value:.6f}")
print(f"  sum of terms (Eh): {sum(v for _, v in sample):.1e}")
print("all good")
```

It prints:

```
Random test: 3 pairs, 6 orbitals; largest deviations
amplitude equations (model units): 4.4e-16
energy (model units): 4.4e-16
geminal product vs exponential: 2.8e-17
AP1roG vs pCCD equations (model units): 4.4e-16
Multiplications per residual, n_occ = n_virt
  n =  4: 352
  n =  8: 2432
  n = 12: 7776
  n = 16: 17920
  n = 20: 34400
H4 chain, 6-31G, 2 pairs in 8 orbitals
spacing (bohr)                          2.0          3.0          4.0
E RHF (Eh)                        -2.146314    -1.967253    -1.806303
E DOCI, optimized (Eh)            -2.199887    -2.077484    -2.013209
E pCCD, DOCI orbitals (Eh)        -2.199896    -2.077606    -2.013372
E pCCD, own orbitals (Eh)         -2.199896    -2.077606    -2.013377
E full CI (Eh)                    -2.214740    -2.089812    -2.019533
pCCD-DOCI, DOCI orb. (uEh)           -9.345     -121.616     -162.840
  predicted by z.R (uEh)             -9.345     -121.603     -162.809
pCCD-DOCI, each opt. (uEh)           -9.347     -121.921     -167.225
DOCI - full CI (mEh)              14.852543    12.327200     6.324039
DOCI reference weight              0.958183     0.816842     0.561588
largest |t|, DOCI orb.             0.142726     0.326263     0.578864
top double coef., DOCI             0.020252     0.105034     0.333610
top double coef., pCCD             0.020489     0.106473     0.335084
min own-half orb. weight           0.964363     0.985442     0.997156
lowest curvature DOCI (Eh)         0.001993     0.000423     0.000053
lowest curvature pCCD (Eh)         0.001993     0.000423     0.000053
starts at lowest DOCI (of 5)              5            3            3
cubic iterations to 1e-10 Eh             10           13           15
Canonical RHF orbitals, spacing 2 bohr
E DOCI (Eh): -2.171506
E pCCD (Eh): -2.171459
pCCD-DOCI (uEh): 46.992
Largest pCCD amplitude, own orbitals, spacing 2 bohr
t_ia: -0.142728
D_ia (Eh): 1.120459
  K_ia (Eh): 0.168221
  D_ia t_ia (Eh): -0.159921
  sum K_ab t_ib (Eh): -0.004196
  sum K_ij t_ja (Eh): -0.000166
  (t K^T t)_ia (Eh): 0.003984
  -2 t_ia (alpha+beta) (Eh): -0.014777
  2 K_ia t_ia^2 (Eh): 0.006854
  sum of terms (Eh): 2.3e-17
all good
```
